\section*{The Milne relation for photoionization and radiative capture at a defect}

\section{What is being compared}

Q: A defect absorbs a photon and releases an electron; later it catches an electron and emits a photon. Why should one cross section determine the other? One refers to a beam of light, the other to a beam of electrons.

A: Because the two processes join the same quantum states in opposite directions. Let the centre with its electron have degeneracy $g_b$, and the centre without it $g_i$. The reaction is
\begin{equation}
 X+\hbar\omega\;\rightleftharpoons\;Y+e^-,\qquad \hbar\omega=E_i+E ,
 \label{energy}
\end{equation}
where $E_i$ is the ionization energy and $E$ the kinetic energy in the band. For now no phonon takes part. The band has $M$ equivalent valleys of isotropic mass $m^*$, so $E=\hbar^2k^2/2m^*$, with $k$ measured from the valley minimum. The medium is transparent at $\omega$, with refractive index $n(\omega)$ and photon wavenumber $q=n\omega/c$.

The cross section $\sigma_{ph}$ is the ionization rate of one centre divided by the photon flux \emph{inside} the medium, with empty final band states. It is averaged over polarization and direction. The cross section $\sigma_c$ is the spontaneous radiative capture rate divided by the electron flux, averaged over the spin, valley and direction of the electron. Both refer to the same bound level.

Q: Equilibrium makes total ionization equal total capture. That is one equation, and you want a relation at every energy.

A: The total is not enough. The coupling to light is Hermitian, so in the golden rule a transition and its reverse have the same squared matrix element. In equilibrium each radiative transition is therefore balanced by its own reverse, and so is the sum over all transitions in a frequency interval $d\omega$. I balance that interval.

\section{The two fluxes}

Q: Start with the light. In a dispersive medium photons travel at the group velocity. Where does it enter?

A: Twice, and it cancels. With two polarizations, the number of modes per volume in $dq$ is
\begin{equation}
 2\,\frac{4\pi q^2dq}{(2\pi)^3}=\frac{q^2}{\pi^2}\,dq .
\end{equation}
Let $b=(e^{\hbar\omega/k_BT}-1)^{-1}$ be the photon number per mode. The flux is density times $v_g=d\omega/dq$:
\begin{equation}
 d\Phi_{ph}=b\,\frac{q^2}{\pi^2}\frac{dq}{d\omega}\,v_g\,d\omega
 =b\,\frac{q^2}{\pi^2}\,d\omega .
\end{equation}
The phase index survives in $q^2=n^2\omega^2/c^2$.

Q: And the electrons?

A: The same count, with two spins in place of two polarizations, and $M$ valleys. Let $f$ be the Fermi occupation. Since $v=\hbar^{-1}dE/dk$, we have $v\,dk=dE/\hbar$; at fixed $E_i$, equation (\ref{energy}) gives $dE=\hbar\,d\omega$. Hence
\begin{equation}
 d\Phi_e=f\,M\frac{k^2}{\pi^2}\,v\,dk=f\,M\frac{k^2}{\pi^2}\,d\omega .
\end{equation}
The fluxes differ by the occupations, the valley number and $q^2$ against $k^2$.

\section{The balance}

Q: You still need the numbers of full and empty centres, and those depend on the Fermi level.

A: Measure energy and the chemical potential $\mu$ from the band edge. Adding the electron lowers the energy of the centre by $E_i$ and raises its electron number by one. The grand-canonical weights then give
\begin{equation}
 \frac{N_b}{N_i}=\frac{g_b}{g_i}\,e^{(E_i+\mu)/k_BT}.
 \label{occupation}
\end{equation}
Ionization needs an empty band state, a factor $1-f$. Emission is spontaneous plus stimulated, a factor $1+b$. Equal rates in $d\omega$ mean
\begin{equation}
 N_b\,\sigma_{ph}\frac{q^2}{\pi^2}\,b(1-f)
 =N_i\,\sigma_c\frac{Mk^2}{\pi^2}\,f(1+b).
 \label{balance}
\end{equation}

Q: Is stimulated emission worth keeping? The photon energy is many times $k_BT$.

A: Numerically it is negligible in such a case, but without it the result would carry a factor $1+b$ that depends on temperature, and a cross section between fixed states cannot. The occupations obey
\begin{equation}
 \frac{b}{1+b}=e^{-\hbar\omega/k_BT},\qquad
 \frac{1-f}{f}=e^{(E-\mu)/k_BT}.
\end{equation}
Solving (\ref{balance}) for $\sigma_c$ and inserting (\ref{occupation}),
\begin{align}
 \sigma_c&=\frac{N_b}{N_i}\,\frac{q^2}{Mk^2}\,
 \frac{b}{1+b}\,\frac{1-f}{f}\,\sigma_{ph}\nonumber\\
 &=\frac{g_b}{Mg_i}\frac{q^2}{k^2}\,\sigma_{ph}\,
 \exp\!\left[\frac{E_i+\mu-\hbar\omega+E-\mu}{k_BT}\right].
\end{align}
The exponent vanishes by energy conservation. With $\hbar^2k^2=2m^*E$,
\begin{equation}
 \boxed{\;\sigma_c(E)=\frac{g_b}{Mg_i}\,
 \frac{n^2(\hbar\omega)^2}{2m^*c^2E}\,\sigma_{ph}(\hbar\omega)\;}
 \label{milne}
\end{equation}
This is the Milne relation. Neither $T$ nor $\mu$ remains, so it also holds away from equilibrium, provided the states of $X$ within $g_b$, and those of $Y$ within $g_i$, are equally populated.

Q: How large is the kinematic factor?

A: At constant $n$ it is proportional to $(E_i+E)^2/E$, whose derivative $1-E_i^2/E^2$ vanishes at $E=E_i$. Its minimum is $2n^2E_i/m^*c^2$, far below one for a defect level. Within the energy range of a band it exceeds one, meaning $k<q$, only extremely close to threshold (below about 3 $\mu$eV in the silicon example that follows). Apart from degeneracies, the capture cross section is much smaller than the ionization cross section because a photon carries much less momentum than an electron of similar energy.

\section{A check without thermodynamics}

Q: I would trust this more if both cross sections came from quantum mechanics.

A: Take one valley and a closed-shell core, so $g_i=1$ and $g_b=2$. Let $\mathbf r_k$ be the matrix element of $\mathbf r$ between the bound orbital and a band state, the latter normalized to unit density. A classical wave of peak field $\mathcal E_0$ along $z$ couples through $ez\mathcal E_0\cos\omega t$. Half the cosine drives absorption, so the golden rule gives
\begin{equation}
 W=\frac{2\pi}{\hbar}\frac{e^2\mathcal E_0^2}{4}\,
 \frac{|\mathbf r_k|^2}{3}\,\rho_1,\qquad
 \rho_1=\frac{m^*k}{2\pi^2\hbar^2}.
\end{equation}
Here $\rho_1$ is the density of states for one spin, since light does not flip the spin, and $1/3$ is the angular average. The photon flux is $cn\mathcal E_0^2/(8\pi\hbar\omega)$. Dividing,
\begin{equation}
 \sigma_{ph}=\frac{4\pi^2e^2\omega}{nc}\,\frac{|\mathbf r_k|^2}{3}\,\rho_1
 =\frac{2e^2\omega m^*k}{3n\hbar^2c}\,|\mathbf r_k|^2 .
 \label{golden}
\end{equation}

Q: Emission needs the field of one photon, and in a dispersive medium its energy is not simply $n^2$ times the squared field.

A: The mean energy of a wave in volume $V$ is
\begin{equation}
 \frac{V\mathcal E_0^2}{16\pi}\left[\frac{d(\omega n^2)}{d\omega}+n^2\right]
 =\frac{V\mathcal E_0^2}{8\pi}\,nn_g,\qquad n_g=n+\omega\frac{dn}{d\omega}.
\end{equation}
A field operator $\mathcal E(a+a^\dagger)$ with $N$ photons corresponds to $\mathcal E_0^2=4\mathcal E^2N$. Setting the energy to $N\hbar\omega$ gives $\mathcal E^2=2\pi\hbar\omega/(nn_gV)$. The mode density contains $q^2dq/d\omega=n^2n_g\omega^2/c^3$, and the sum over polarizations and directions of $|\mathbf r_k\cdot\hat{\mathbf e}|^2$ is $8\pi|\mathbf r_k|^2/3$. The emission rate per unit electron density is therefore
\begin{align}
 A&=\frac{2\pi}{\hbar^2}\,\frac{2\pi\hbar\omega}{nn_g}\,
 \frac{n^2n_g\omega^2}{(2\pi)^3c^3}\,\frac{8\pi}{3}\,e^2|\mathbf r_k|^2
 =\frac{4ne^2\omega^3}{3\hbar c^3}|\mathbf r_k|^2 .
\end{align}
An electron of either spin can be caught, so $\sigma_c=A/v$ with $v=\hbar k/m^*$. Dividing by (\ref{golden}),
\begin{equation}
 \frac{\sigma_c}{\sigma_{ph}}
 =\frac{4ne^2\omega^3m^*}{3\hbar^2c^3k}\,
 \frac{3n\hbar^2c}{2e^2\omega m^*k}
 =2\,\frac{n^2\omega^2}{c^2k^2},
\end{equation}
which is (\ref{milne}) with $g_b/g_i=2$, $M=1$. A local-field factor at the defect would multiply both rates equally and cancel.

This was tested numerically for a zero-range centre bound by 0.5 atomic units, summing explicitly over photon directions and polarizations. The medium had $n^2=1+3/[1-(\omega/1.6)^2]$. At $E=0.05$, $0.32$ and $0.6$ the relation held within a relative $10^{-6}$. At $E=0.32$ the indices were $n=2.251$ and $n_g=2.895$, so a leftover group index would have shown.

\section{Spins, valleys and thresholds}

Q: May I then use the factor two for every donor?

A: No. It belongs to a centre that goes from an empty shell to one electron. Take a double donor whose neutral ground state has two electrons paired in one orbital, symmetric over the valleys. Then $g_b=1$ and $g_i=2$. In silicon $M=6$, so
\begin{equation}
 \frac{g_b}{Mg_i}=\frac{1}{6\times2}=0.0833,
\end{equation}
against $2/6=0.333$ for a one-electron donor.

Direct counting shows why. Either of two electrons can be ejected, so $\sigma_{ph}=2\sigma_1$, with $\sigma_1$ the one-electron value (\ref{golden}) summed over valleys. An arriving electron has the spin that fits the half-filled orbital with probability $1/2$, and its valley contributes a share $1/6$ of the orbital. Capture is thus $1/12$ of that for a matching electron, which is $2(q^2/k^2)\sigma_1=(q^2/k^2)\sigma_{ph}$. The factor $1/12$ results again.

Q: The formula has $1/E$ in it. Does capture always diverge for slow electrons?

A: That depends on what the electron sees. Suppose the bound state is $s$-like, so the dipole leads to a $p$ wave. If the core left behind is neutral, the $p$ wave near it is proportional to $k$, and $|\mathbf r_k|^2\propto k^2$. Near threshold $\omega$ is nearly constant, so
\begin{equation}
 \sigma_{ph}\propto k\,k^2\propto E^{3/2},\qquad
 \sigma_c\propto\frac{k^2}{k}\propto E^{1/2}.
\end{equation}
The zero-range centre gave powers 1.499 and 0.500.

If the core is singly positive, attraction multiplies the squared $p$ wave close to the core by
\begin{equation}
 \left(1+\frac{1}{k^2a^2}\right)\frac{2\pi/ka}{1-e^{-2\pi/ka}}
 \;\longrightarrow\;\frac{2\pi}{(ka)^3}\qquad(ka\ll1),
\end{equation}
where $a$ is the effective Bohr radius. Over the extent of the bound state the shape of the wave becomes independent of $k$ as $k\to0$, so only its size matters. The factor $k^2$ of the free wave becomes $k^2/k^3$, and $|\mathbf r_k|^2\propto1/k$: photoionization starts at a finite value, and $\sigma_c\propto1/k^2\propto1/E$.

\section{A double donor in silicon}

Q: Put numbers in.

A: I take rough typical values for the neutral selenium donor in silicon: $E_i=0.30$ eV, $n=3.42$, $m^*=0.32\,m$, dielectric constant $n^2=11.7$. These give an effective Rydberg of 31.8 meV and $a=1.93$ nm. Outside the core, the bound electron is described by the decaying Coulomb solution of effective quantum number $\nu=\sqrt{31.8/300}=0.326$, extended to the origin and normalized over all space. The final states are Coulomb $p$ waves. With $R$ the radial integral of $r$ between the bound function and the energy-normalized $p$ wave,
\begin{equation}
 \sigma_{ph}=2\sigma_1=2\,\frac{4\pi^2e^2\omega}{3nc}\,R^2 .
\end{equation}
The results are
\begin{center}
\begin{tabular}{cccc}
$E$ (meV) & $q^2/k^2$ & $\sigma_{ph}$ (cm$^2$) & $\sigma_c$ (cm$^2$)\\
5 & $6.65\times10^{-4}$ & $1.01\times10^{-16}$ & $5.6\times10^{-21}$\\
25 & $1.51\times10^{-4}$ & $1.28\times10^{-16}$ & $1.6\times10^{-21}$\\
100 & $5.72\times10^{-5}$ & $1.61\times10^{-16}$ & $7.7\times10^{-22}$
\end{tabular}
\end{center}
At 25 meV the photon has 0.325 eV, a vacuum wavelength of about 3.8 $\mu$m. The wavenumbers are $q=5.63\times10^4$ and $k=4.58\times10^6$ cm$^{-1}$, so
\begin{equation}
 \sigma_c=0.0833\,(0.0123)^2\,(1.28\times10^{-16}\ \mathrm{cm}^2)
 =1.6\times10^{-21}\ \mathrm{cm}^2,
\end{equation}
or $1.6\times10^{-25}$ m$^2$. At fixed $\sigma_{ph}$, using the vacuum wavenumber would make this 11.7 times too small.

\section{Thermal electrons and phonons}

Q: A device has a thermal distribution, and a real lattice relaxes when the charge changes. What survives?

A: The integrated relation. Let $c_\omega d\omega$ be the spontaneous capture coefficient into photons in $d\omega$, averaged over thermal electrons and phonons. For $f\ll1$ the electron density is $n_e=N_ce^{\mu/k_BT}$, with $N_c$ the effective density of states. Balance at each photon frequency reads
\begin{equation}
 N_b\,\sigma_{ph}\frac{q^2}{\pi^2}\,b=N_in_e\,c_\omega(1+b).
\end{equation}
Use (\ref{occupation}), divide by $n_e$ and integrate. The chemical potential cancels:
\begin{equation}
 C(T)=\frac{g_b}{g_i}\,\frac{e^{E_i/k_BT}}{N_c}
 \int\sigma_{ph}(\omega,T)\,\frac{q^2}{\pi^2}\,e^{-\hbar\omega/k_BT}\,d\omega .
 \label{thermal}
\end{equation}
With phonons, $E_i$ must be the thermal ionization energy, in general a free energy. It equals the zero-phonon energy if the vibrational frequencies do not change with charge.

Without phonons the example gives $C=4.2\times10^{-14}$ cm$^3$/s at 77 K and $2.9\times10^{-14}$ cm$^3$/s at 300 K. For $10^{15}$ cm$^{-3}$ singly ionized donors, an electron waits $1/(10^{15}C)$, or 24 and 34 ms. If $\sigma_cv$ followed $E^{-1/2}$, $C$ would fall by $\sqrt{300/77}=1.97$; it falls by 1.44, because $\sigma_{ph}$ and $\omega^2$ both grow with $E$.

Q: Why not apply (\ref{milne}) to a phonon-broadened spectrum, energy by energy?

A: Because one photon energy then no longer selects one electron energy. Take a single 50 meV mode with Huang--Rhys factor $S=0.3$, chosen for illustration. At 77 K and $E=25$ meV, thermal phonons are rare, and absorption at $E_i+E$ has too little energy to create one. It keeps the fraction $e^{-S}=0.741$ of the elastic value. Capture from the same $E$ can also create phonons, with photon energies of 0.275, 0.225 eV and so on. Assume the matrix element of $\mathbf r$ is the same for every sideband (a Condon approximation), so each sideband scales as $\omega^3$. Relative to the elastic rate, capture is then
\begin{equation}
 0.741\left[1+0.3\left(\tfrac{0.275}{0.325}\right)^3
 +0.045\left(\tfrac{0.225}{0.325}\right)^3+\dots\right]\simeq0.887 .
\end{equation}
Pointwise use of (\ref{milne}) thus gives $0.741/0.887=0.835$ of the model's $\sigma_c$. The size of the error depends on the assumption: holding the momentum matrix element fixed instead gives weights proportional to $\omega$, a sum of 0.954 and a ratio of 0.777. Equation (\ref{thermal}), by contrast, was tested against direct summation at 77 and 300 K, for $S=0$ and $0.3$, and agreed within a relative $10^{-3}$. With the matrix element of $\mathbf r$ fixed, phonons lower $C$ itself by 12\% and 10\% at the two temperatures; with the momentum matrix element fixed, by about 5\% at both.

\section{How far the example can be trusted}

Q: So an electron in selenium-doped silicon lives for tens of milliseconds?

A: That does not follow. The number concerns one radiative channel. A positive centre can also catch electrons by giving energy to phonons. A length scale for this is the radius where the Coulomb energy equals $k_BT$: 4.8 nm at 300 K, with area $7\times10^{-13}$ cm$^2$. The area is not a computed cross section, but it exceeds $\sigma_c$ by more than eight orders of magnitude, so even an inefficient non-radiative process could set the lifetime.

Q: Are there other radiative channels?

A: Yes, capture into shallow excited levels. An example is the five remaining $1s$ valley combinations, taken here as bound by one Rydberg. With both spins of core and electron, $g_b=5\times2\times2=20$, and the degeneracy factor is $20/12$ instead of $1/12$. At 25 meV they give $3.9\times10^{-21}$ cm$^2$, or 2.4 times the ground-state value, despite photons of only 57 meV. Equation (\ref{milne}) applies to each level separately, so ground-state photoionization does not give total radiative capture. At 300 K the 32 meV binding is close to $k_BT=26$ meV, and many such electrons may be released again; that is an expectation, not a calculated yield.

Q: What about the material itself?

A: The ionization energy and the paired ground state are those of the real donor, roughly; the size of $\sigma_{ph}$ is a model result. The bound decay length $\nu a=0.63$ nm is comparable to the lattice constant, where effective-mass theory is doubtful, and core relaxation and correlation are left out. The digits of the table belong to the model, not to the donor. Replacing the Coulomb potential inside 0.12 or 0.23 nm by a flat well with the same $E_i$ raises $\sigma_{ph}$ and $\sigma_c$ by 10\% or 23\%, and a mass of 0.26 $m$ raises $\sigma_c$ at 25 meV by 27\%. A measured $\sigma_{ph}$ can replace the model. Where phonon broadening is negligible, $\sigma_c$ then changes in proportion; otherwise the spectrum measured at temperature $T$ belongs in (\ref{thermal}), which gives the thermal average $C(T)$. It must then be free of two-step ionization, in which light lifts the electron to an excited level and heat releases it.

Silicon's valleys are also anisotropic. Balance then fixes the average of $v\sigma_c$ over an energy shell. For masses 0.19 and 0.92 $m$ the mean speed is 1.10 times the isotropic one, so a cross section defined with it is 9\% smaller at fixed $\sigma_{ph}$ and density of states. Anisotropy also changes a calculated $\sigma_{ph}$: for a zero-range centre it scales with the mean square speed on the shell, which is 1.24 times the isotropic value.

A field $F$ lowers the Coulomb barrier by $2\sqrt{e^3F/n^2}$, which is 22 meV at 0.01 MV/cm, or 7\% of $E_i$; the threshold then loses its meaning as a sharp energy.

Temperature sets how many donors are neutral in the dark. With $10^{15}$ cm$^{-3}$ donors and no compensation, the thermally ionized fraction is about $10^{-8}$ at 77 K but one half at 300 K. Photoionization of the neutral state is therefore cleaner in the cold. Carrier degeneracy is negligible in both cases, with $n_e/N_c$ at most $2\times10^{-5}$. The numerical output lists the remaining energies and intermediate values.

\section*{Computed results}
\begin{verbatim}
Inputs (rough typical values for a Se-like double donor in Si)
ionization energy 0.30 eV, refractive index 3.42
valleys 6, mass 0.32 m_e, dielectric constant 11.70
degeneracy with electron g_b 1, without g_i 2
factor g_b/(M g_i) = 0.08333
same factor for a one-electron donor = 0.33333
ionization strength, in one-electron units = 2.0000
capture strength, in matching-spin units = 0.08333
effective Bohr radius 1.934 nm, Rydberg 31.82 meV
effective quantum number of bound state = 0.3257
sigma_ph at threshold = 9.213e-17 cm^2
E (meV), hw (eV), wavelength (nm), (q/k)^2, sigma_ph (cm^2), sigma_c (cm^2)
   5.0 0.305  4065.1 6.6540e-04 1.0126e-16 5.6151e-21
  10.0 0.310  3999.5 3.4370e-04 1.0935e-16 3.1319e-21
  25.0 0.325  3814.9 1.5111e-04 1.2838e-16 1.6166e-21
  50.0 0.350  3542.4 8.7623e-05 1.4769e-16 1.0784e-21
 100.0 0.400  3099.6 5.7223e-05 1.6066e-16 7.6614e-22
at E = 25 meV: q = 5.6328e+04 1/cm
at E = 25 meV: k = 4.5823e+06 1/cm
at E = 25 meV: speed = 1.6578e+07 cm/s
at E = 25 meV: sigma_c = 1.6166e-25 m^2
donor density for times and ionization = 1.0e+15 cm^-3
T = 77 K: kT = 6.64 meV, N_c = 3.544e+18 cm^-3
  C = 4.2194e-14 cm^3/s, from sigma_ph integral 4.2193e-14
  radiative capture time, all donors ionized once = 2.370e-02 s
  thermally ionized fraction = 1.281e-08
  free-electron density / N_c = 3.614e-12
  photon occupation at E_i + kT = 8.515e-21
  Coulomb radius 18.55 nm, its area 1.081e-11 cm^2
  C with phonons / C without = 0.8820
T = 300 K: kT = 25.85 meV, N_c = 2.726e+19 cm^-3
  C = 2.9388e-14 cm^3/s, from sigma_ph integral 2.9388e-14
  radiative capture time, all donors ionized once = 3.403e-02 s
  thermally ionized fraction = 4.991e-01
  free-electron density / N_c = 1.831e-05
  photon occupation at E_i + kT = 3.357e-06
  Coulomb radius 4.76 nm, its area 7.125e-13 cm^2
  C with phonons / C without = 0.8956
phonon model: Huang-Rhys factor 0.3, phonon 50 meV
single-energy Milne / true sigma_c, 25 meV, 77 K = 0.8350
shallow 1s states: photon 56.82 meV, sigma_c 3.863e-21 cm^2
  ratio to ground-state capture at 25 meV = 2.389
masses 0.19, 0.92 m_e: mean speed / isotropic speed = 1.0979
barrier lowering at 0.01 MV/cm = 22.19 meV
neutral core, threshold powers: ionization 1.499, capture 0.500
dispersive test medium: n = 2.251, group index = 2.895
\end{verbatim}
